\section*{Comment on relaxing geometries with DFT-1/2 energies and forces}

\section{The argument under review}

The argument submitted for comment proposes to relax crystal structures with DFT-1/2. It runs as follows.

\begin{quote}
DFT-1/2 removes much of the self-interaction error that makes the gaps of a local functional too small. The calculation is self-consistent, and its total energy lies below that of the uncorrected functional. Its forces agree with finite differences of that energy. The relaxed structure is therefore a self-interaction-corrected structure and should replace the uncorrected one.
\end{quote}

The statements about self-consistency, the lower energy and the forces can all be accepted. The conclusion does not follow from them. What has to be settled is which energy is being minimised, and whether its dependence on the atomic positions has anything to do with the correction of the gap.

I use Hartree atomic units. All potentials below are potential energies of an electron, so a negative potential attracts electrons. The ground state is assumed nondegenerate and smooth in the parameters that are varied. For a crystal, energies and integrals are taken per cell.

\section{What a half occupation estimates}

The method starts from a statement about the removal of an electron. Let $f_i$ be the occupations of the Kohn--Sham orbitals $\phi_i$, let $n=\sum_i f_i|\phi_i|^2$, and write
\begin{equation}
E=\sum_i f_i\langle\phi_i|-\tfrac12\nabla^2+v_{\rm ext}|\phi_i\rangle
+E_{\rm Hxc}[n]+E_{\rm nn},
\end{equation}
where $E_{\rm Hxc}$ is the Hartree plus exchange-correlation energy and $E_{\rm nn}$ the nuclear repulsion. Differentiate with respect to the occupation $f_h$ of the highest occupied orbital. The orbitals change as well, but their changes contribute
\begin{equation}
\sum_i f_i\left(\langle\delta\phi_i|h|\phi_i\rangle+{\rm c.c.}\right)
=\sum_i f_i\varepsilon_i\,\delta\langle\phi_i|\phi_i\rangle=0,
\end{equation}
because $h\phi_i=\varepsilon_i\phi_i$ and the orbitals stay normalised. The explicit dependence on $f_h$ remains:
\begin{equation}
\frac{\partial E}{\partial f_h}
=\langle\phi_h|-\tfrac12\nabla^2+v_{\rm ext}+v_{\rm Hxc}|\phi_h\rangle
=\varepsilon_h .
\end{equation}
Suppose the same orbital is emptied as the electron number $x$ goes from $N$ to $N-1$. With $u=x-(N-\tfrac12)$ and derivatives taken at the midpoint,
\begin{align}
E(N)-E(N-1)&=\int_{-1/2}^{1/2}
\left(\varepsilon_h+u\,\varepsilon_h'+\tfrac12u^2\varepsilon_h''+\dots\right)du
\nonumber\\
&=\varepsilon_h(N-\tfrac12)+\tfrac1{24}\varepsilon_h''+\dots
\label{eq:slater}
\end{align}
The linear term vanishes by symmetry, and $\int u^2du=1/12$ gives the factor $1/24$. The half-occupied level thus approximates a difference between two total energies. Equation~\eqref{eq:slater} offers no new value for $E(N)$ itself, and it is $E(N)$ whose minimum fixes the structure of the neutral system.

The hydrogen molecule shows the size of these quantities. I treat it in spin-restricted LDA with the cc-pVTZ basis, at the LDA bond length. This is a model reference with the errors of LDA and of a finite basis. In the larger cc-pVQZ basis the total energies quoted below at the LDA bond length fall by 0.0003 to 0.0007 hartree, the occupied levels by up to 0.0004 hartree, and the bond lengths shorten by 0.001 to 0.002 bohr; the last digits shown belong to cc-pVTZ. The energy difference is $E(2)-E(1)=-0.635$ hartree. The level with 1.5 electrons is $-0.630$ hartree, while the level of the neutral molecule is $-0.373$ hartree. Half occupation does what it is meant to do for the level.

\section{From an atomic potential to a field in a neutral system}

DFT-1/2 avoids the fractional occupation of the extended system. It takes from a free atom the difference
\begin{equation}
v_S(r)=v_{\rm KS}^{\rm reduced}(r)-v_{\rm KS}^{\rm neutral}(r),
\end{equation}
where the reduced atom lacks a charge $q$ of electrons. Far outside the atom the missing electrons mean less Hartree repulsion, and the exchange-correlation contributions die out, so $v_S\to-q/r$.

This tail cannot be summed over a crystal. With one corrected atom per volume $\Omega$, the atoms within a large distance $L$ of a given point contribute approximately
\begin{equation}
-\frac{q}{\Omega}\int^{L}\frac{4\pi r^2}{r}\,dr\simeq-\frac{2\pi qL^2}{\Omega},
\end{equation}
which grows without limit. The potential is therefore trimmed:
\begin{equation}
w_a(r)=v_S(r)\,\Theta(r),\qquad
\Theta(r)=\left[1-(r/r_c)^8\right]^3\quad(r<r_c),
\end{equation}
with $w_a=0$ for $r\ge r_c$. The total field is $w(\mathbf r)=\sum_a w_a(|\mathbf r-\mathbf R_a|)$, summed over the corrected atoms.

The fractional charge was used to construct $w_a$ and then left behind in the atomic calculation. The crystal has its full number of electrons. These electrons now move in an additional external potential that is carried along by the atoms.

In H$_2$ the half hole belongs to an orbital shared equally by two atoms, so I take $q=1/4$ for each. The molecule keeps two electrons.

\section{The energy that is minimised}

Let $E_0[n]$ be the uncorrected functional, including $E_{\rm nn}$, and let $\lambda$ scale the added field. The self-consistent calculation finds
\begin{equation}
F(\lambda)=\min_{n}\left\{E_0[n]+\lambda\int w\,n\,d\mathbf r\right\},
\qquad \int n\,d\mathbf r=N .
\label{eq:F}
\end{equation}
DFT-1/2 is the case $\lambda=1$. I write $n_\lambda$ for the minimising density, with $n_0$ the uncorrected one, and $n_w$ for $n_\lambda$ at $\lambda=1$.

Let $p$ be any parameter of the functional in braces, which I call $E_p[n]$. At the minimum $\delta E_p/\delta n=\mu$, a constant, so
\begin{equation}
\frac{dF}{dp}=\mu\int\frac{\partial n}{\partial p}\,d\mathbf r
+\left.\frac{\partial E_p[n]}{\partial p}\right|_{n}
=\left.\frac{\partial E_p[n]}{\partial p}\right|_{n},
\label{eq:envelope}
\end{equation}
since the number of electrons is fixed. For $p=\lambda$ this gives
\begin{equation}
\frac{dF}{d\lambda}=\int w\,n_\lambda\,d\mathbf r\equiv G(\lambda).
\label{eq:G}
\end{equation}
The energy changes in first order in the field, and every electron that overlaps with $w$ contributes, not just those in the level to be corrected.

This also disposes of the lower energy as evidence. Using $n_0$ as a trial density in \eqref{eq:F} at $\lambda=1$ gives
\begin{equation}
F\le E_0[n_0]+\int w\,n_0\,d\mathbf r .
\end{equation}
An attractive field makes the last term negative. The variational principle ranks densities for one given functional. It does not rank two functionals that differ by an attractive potential.

The cutoff makes the point from another side. It is chosen to maximise the gap. For the energy, \eqref{eq:envelope} with $p=r_c$ gives, at $\lambda=1$,
\begin{equation}
\frac{\partial F}{\partial r_c}
=\sum_a\int_{r_a<r_c} n_w\,v_S(r_a)\,
\frac{24\,r_a^8}{r_c^9}\left[1-(r_a/r_c)^8\right]^2d\mathbf r ,
\label{eq:rc}
\end{equation}
where $r_a=|\mathbf r-\mathbf R_a|$. Where $v_S$ is negative, the integrand is nowhere positive, and $F$ falls as $r_c$ grows. The energy does not select the cutoff.

For H$_2$, $v_S$ is negative throughout the scanned range of cutoffs. In steps of 0.5 bohr the largest gap, 0.501 hartree, occurs at $r_c=2.5$ bohr, though the value at 3.0 bohr is practically the same. Without the field the gap is 0.410 hartree. The empty level depends on the finite basis, so these gaps illustrate how the cutoff is chosen and are not excitation energies. The selected cutoff depends on the basis as well: with diffuse functions added (aug-cc-pVTZ) the largest gap of the scan, 0.494 hartree, falls at 3.0 bohr and the gap without the field is about 0.38 hartree; in cc-pVQZ the largest gap, 0.500 hartree, also falls at 3.0 bohr and the gap without the field is 0.404 hartree. The numbers below refer to cc-pVTZ and $r_c=2.5$ bohr unless stated otherwise. Meanwhile $F$ decreases from $-1.234$ hartree at $r_c=1$ bohr to $-1.563$ hartree at 6 bohr, with no minimum in between.

At the selected cutoff the three energies that might be confused are
\begin{align}
E_0(2\ \text{electrons})&=-1.1373\ \text{hartree},\nonumber\\
E_0(1.5\ \text{electrons})&=-0.8878\ \text{hartree},\\
F(2\ \text{electrons})&=-1.4909\ \text{hartree}.\nonumber
\end{align}
Half ionisation raises the energy by $1.1373-0.8878=0.2495$ hartree. The added field lowers it by 0.3536 hartree, or 9.6 eV. So $F$ is not the energy of the half-ionised molecule either; the two changes even have opposite signs.

The occupied level moves from $-0.373$ to $-0.503$ hartree. Compared with the LDA energy difference $-0.635$ hartree, this is $0.130/0.262$, or about half, of the shift required within the spin-restricted model. The target depends on that restriction: with a spin-polarised cation the LDA energy difference is $-0.590$ hartree and the fraction is $0.130/0.217$, about 0.6. With the untrimmed potential the level reaches only $-0.560$ hartree, so the trimming accounts for $0.057$ of the missing $0.132$ hartree; the origin of the rest is not analysed here.

\section{Correct derivatives of the wrong energy}

Now let $p$ be a coordinate $X$ of one atom, with $r_c$ held fixed. For a local external potential, \eqref{eq:envelope} gives the force at $\lambda=1$:
\begin{equation}
-\frac{dF}{dX}=-\frac{\partial E_{\rm nn}}{\partial X}
-\int n_w\frac{\partial v_{\rm ext}}{\partial X}\,d\mathbf r
-\int n_w\frac{\partial w}{\partial X}\,d\mathbf r .
\label{eq:force}
\end{equation}
A nonlocal pseudopotential replaces the second integral by an expectation value, and a basis that moves with the atoms adds the usual basis-set terms. Neither changes the role of the last integral.

Agreement with finite differences confirms \eqref{eq:force} as the derivative of $F$. It cannot show that $F$ is the right energy. The uncorrected force contains $n_0$ in place of $n_w$ and has no last term. The field therefore acts on the force twice: directly, through its own gradient, and indirectly, through the changed density in the original potential. Dropping the last integral does not restore the uncorrected force, because $n_w$ remains. It leaves a force that is in general the derivative of neither energy.

A periodic model shows both effects in a neutral crystal. Take a chain with cell length 6 bohr, atom A at the origin, atom B at $X=2.6$ bohr and two electrons per cell. The atoms are Gaussian wells, 1.0 hartree deep for A and 2.0 hartree for B, and the electrons interact through a local mean-field energy $\tfrac12U\int n^2dx$ with $U=0.3$ hartree\,bohr. The added field is a well 0.3 hartree deep centred on B. Each well has the form $-D\,e^{-(x-x_0)^2/s^2}$, with $s=1.0$ bohr for A and B and $s=0.8$ bohr for the added field. On the eight-point $k$ mesh used, the separation between the two lowest bands grows from 0.461 to 0.618 hartree. The mesh does not contain the zone boundary, where the gap of a one-dimensional chain lies, so both numbers are upper bounds to the gap; at the zone boundary the gaps are lower by about 0.005 and 0.004 hartree. The forces below do not change in the digits shown on a 32-point mesh.

The electronic force on B is $-0.1409$ hartree/bohr without the field. With the field it is, in hartree/bohr,
\begin{equation}
-0.1043-0.0155=-0.1198 ,
\end{equation}
where the first number comes from the original well of B and the second from the gradient of $w$. A finite difference of the cell energy gives the same total. The ion--ion force is left out, since $w$ does not alter it. The change due to the field is
\begin{equation}
-0.1198+0.1409=0.0211=0.0366-0.0155 .
\end{equation}
Here the indirect part, 0.0366, is larger than the direct part and of opposite sign. The size and sign of the gradient of $w$ alone would have misjudged the effect.

Some coordinates escape. If an atom sits at a point where symmetry forbids a force, and both $w$ and the ground state keep that symmetry, the force there remains zero. With B at the middle of the cell, inversion symmetry would have this effect in the chain. A lattice constant that symmetry leaves free has no such protection.

There is a further trap if $r_c$ is optimised anew at every geometry. Along a coordinate $R$ the energy then changes as
\begin{equation}
\frac{dF}{dR}=\frac{\partial F}{\partial R}
+\frac{\partial F}{\partial r_c}\frac{dr_c}{dR}.
\end{equation}
Since $r_c$ maximises the gap and not $F$, the factor $\partial F/\partial r_c$ does not vanish at the chosen cutoff. Forces computed at fixed $r_c$ then no longer match the slope of the plotted energies whenever $r_c$ varies with $R$.

\section{How far the equilibrium moves}

A large energy shift would be harmless if it were the same at all geometries. The relevant quantity is its slope. Let $R$ be a bond length or another free structural coordinate, and let $R(\lambda)$ be the minimum of $F(R,\lambda)$ at fixed $r_c$:
\begin{equation}
\left.\frac{\partial F}{\partial R}\right|_{R(\lambda),\lambda}=0 .
\end{equation}
Differentiating this condition with respect to $\lambda$ gives
\begin{equation}
\frac{\partial^2F}{\partial R^2}\frac{dR}{d\lambda}
+\frac{\partial^2F}{\partial\lambda\,\partial R}=0 .
\end{equation}
At $\lambda=0$ the first coefficient is the stiffness $k=E_0''(R_0)$ of the uncorrected system at its equilibrium $R_0$. By \eqref{eq:G} the mixed derivative is the slope of $G_0(R)=\int w_R\,n_0\,d\mathbf r$, where both $w_R$ and $n_0$ depend on $R$. Hence
\begin{equation}
\left.\frac{dR}{d\lambda}\right|_{0}=-\frac{G_0'(R_0)}{k}.
\label{eq:shift}
\end{equation}
If each atom carried a rigid density and no neighbour's density entered its cutoff sphere, $G_0$ would be constant and there would be no first-order shift. Bonding makes this unlikely, because the density inside a sphere depends on the neighbours. Soft coordinates, with small $k$, are the most exposed for a given slope.

For H$_2$ with $r_c=2.5$ bohr the numbers are
\begin{equation}
\left.\frac{dR}{d\lambda}\right|_0
=-\frac{0.1316\ \text{hartree/bohr}}{0.3337\ \text{hartree/bohr}^2}
=-0.394\ \text{bohr}.
\end{equation}
Locating the minima at small positive and negative $\lambda$ gives the same derivative within the two per cent allowed by the numerical test. The positive slope means that the field energy falls as the atoms approach, so the field pulls them together.

At full strength the bond contracts from 1.448 to 1.201 bohr, that is, from 0.766 to 0.636~\AA{} (in cc-pVQZ, from 1.446 to 1.199 bohr). The shift of $-0.246$ bohr is 17 per cent of the LDA bond length. It is smaller than the linear estimate, which need not hold for so large a displacement. The slope of $F$ at $R_0$ at full strength is 0.1321 hartree/bohr, close to $G_0'(R_0)$, so the difference lies in the curvature: its mean over the displacement is $0.1321/0.246\approx0.54$ hartree/bohr$^2$, larger than $k$. The measured bond length is roughly 0.74~\AA, so here the relaxation replaces a modest LDA error by a larger one of opposite sign.

Halving the cutoff to 1.25 bohr gives 1.180 bohr, a slightly larger contraction. A shorter-ranged field is thus not necessarily a safer one for the geometry. Equation~\eqref{eq:shift} does not account for this ordering: at the halved cutoff the slope $G_0'(R_0)$, and with it the linear estimate, is smaller. Displacements this large depend on the shape of $F$ over the whole range of $R$ traversed, not on its slope at $R_0$ alone.

\section{Does subtracting the field energy help?}

An author might reply that the artificial term is known and can be removed after self-consistency. This leaves $E_0[n_\lambda]$, the uncorrected functional evaluated at the corrected density. From \eqref{eq:F} and \eqref{eq:G},
\begin{equation}
E_0[n_\lambda]=F(\lambda)-\lambda F'(\lambda).
\end{equation}
Insert $F(\lambda)=F(0)+\lambda F'(0)+\tfrac12\lambda^2F''(0)+\dots$ and the corresponding series for $F'(\lambda)$:
\begin{align}
E_0[n_\lambda]&=F(0)+\lambda F'(0)+\tfrac12\lambda^2F''(0)
-\lambda F'(0)-\lambda^2F''(0)+\dots\nonumber\\
&=E_0[n_0]-\tfrac12\lambda^2\left.\frac{dG}{d\lambda}\right|_0+\dots
\label{eq:excess}
\end{align}
The first-order error has gone. The second-order term cannot be negative, because $n_0$ minimises $E_0$. The same minimum property gives $E_0[n_w]\ge E_0[n_0]$ at full strength, without any expansion.

Let $\Delta(R)$ be this excess at $\lambda=1$. The minimum of $E_0+\Delta$ is displaced from $R_0$ by approximately $-\Delta'(R_0)/k$ when the displacement is small and $\Delta''$ is small beside $k$. In H$_2$ with $r_c=2.5$ bohr the excess at the LDA bond length is 0.012 hartree, yet the minimum remains at 1.447 bohr, within 0.001 bohr of the uncorrected value. The excess is evidently almost independent of $R$ there. Subtraction has removed nearly all of the contraction in this molecule at this cutoff.

That is a useful diagnosis: the contraction came from the energy of the electrons in the added field, and hardly from evaluating $E_0$ at a distorted density. It does not produce a corrected geometry. When $\Delta'$ vanishes the subtraction reproduces the geometry of $E_0$, which an ordinary relaxation gives directly; otherwise the displacement comes from evaluating $E_0$ away from its minimising density, and nothing derived here ties it to a correction. Nothing in \eqref{eq:excess} guarantees that $\Delta'$ is equally small at another cutoff or in another system. In H$_2$ itself the estimate $-\Delta'(R_0)/k$ is $+0.016$ bohr at $r_c=1.25$ bohr and $-0.008$ bohr at $r_c=3.0$ bohr, so $\Delta'$ happens to lie near a zero at the selected cutoff. Moreover, \eqref{eq:force} is not the force belonging to the subtracted energy; that force would also require the derivative of $\int w\,n_w\,d\mathbf r$, including the response of the density.

\section{Assessment}

The relaxation proposed in the argument should be withdrawn. Its forces are sound derivatives, but they lead to the equilibrium of a neutral system in an artificial field. Equation~\eqref{eq:slater} supports a correction to a level, and that support does not extend to the energy surface.

The opposite claim, that the geometry must come from the uncorrected functional, is too narrow. The parent functional is a consistent and convenient choice. Another functional designed for total energies may be better for a given material, and a measured structure may also serve. Each choice has its own error, which DFT-1/2 does not remove. Once the structure is chosen, it should be held fixed while DFT-1/2 is used for the levels and the gap.

The numerical check tests \eqref{eq:G}, \eqref{eq:shift} and \eqref{eq:excess} in H$_2$, the closeness of the half-occupied level to the energy difference, the monotonic fall of $F$ over the scanned cutoffs, and the force in the periodic model.

\section*{Numbers as computed}
\begin{verbatim}
H2, spin-restricted LDA, cc-pVTZ
charge removed per atomic reference: 0.25 e
charge read from potential tail at 18 bohr: 0.2488 e
self-energy potential at 1 bohr: -0.1267 hartree
cutoff (bohr), level gap (hartree), F (hartree) at LDA bond:
  1.0  0.4350  -1.23447
  1.5  0.4642  -1.33567
  2.0  0.4892  -1.42826
  2.5  0.5006  -1.49089
  3.0  0.5004  -1.52626
  3.5  0.4948  -1.54470
  4.0  0.4879  -1.55407
  4.5  0.4816  -1.55884
  5.0  0.4764  -1.56131
  5.5  0.4725  -1.56261
  6.0  0.4696  -1.56331
cutoff with largest gap in scan: 2.5 bohr
uncorrected level gap: 0.4099 hartree
uncorrected energy E0, two electrons: -1.13725 hartree
DFT-1/2 energy F, two electrons: -1.49089 hartree
F minus E0: -0.35363 hartree
F minus E0: -9.62 eV
energy with 1.5 electrons, no field: -0.88778 hartree
E(2 electrons) minus E(1 electron): -0.6349 hartree
occupied level with 1.5 electrons: -0.6304 hartree
occupied level, uncorrected: -0.3728 hartree
occupied level, DFT-1/2: -0.5029 hartree
bond length from E0: 1.4475 bohr
bond length from E0: 0.7660 angstrom
bond length from F: 1.2012 bohr
bond length from F: 0.6356 angstrom
half the selected cutoff: 1.25 bohr
bond length from F at half cutoff: 1.1804 bohr
bond length from E0 at DFT-1/2 density: 1.4469 bohr
stiffness k: 0.3337 hartree/bohr^2
G derivative at LDA bond: 0.1316 hartree/bohr
predicted dR/dlam at lam=0: -0.3945 bohr
directly computed dR/dlam at lam=0: -0.3946 bohr
full F derivative at LDA bond: 0.1321 hartree/bohr
E0 excess of DFT-1/2 density at LDA bond: 0.01207 hartree
1D crystal: cell 6 bohr, B at 2.6 bohr, two electrons per cell
well depths A, B, w: 1.0, 2.0, 0.3 hartree
well widths A/B, w: 1.0, 0.8 bohr
local interaction strength: 0.3 hartree*bohr
crystal gap without field: 0.4610 hartree
crystal gap with field: 0.6182 hartree
electronic force on B without field: -0.140904 hartree/bohr
electronic force on B with field, finite difference: -0.119808 hartree/bohr
part from original well: -0.104283 hartree/bohr
part from added field: -0.015525 hartree/bohr
\end{verbatim}
